# Reduced Matrix Elements of C^k in the Edmonds, Racah and Rose Conventions: verification in Python

```python
"""
Result under test, for C^k_q = sqrt(4 pi/(2k+1)) Y_kq:
    <l||C^k||l'> = (-1)^l sqrt((2l+1)(2l'+1)) 3j(l k l'; 0 0 0)   (Edmonds)
and, for integer rank k, the conversions
    Edmonds = Racah = sqrt(2j+1) * Rose      (j is the bra's angular momentum).
Definitions of the reduced element <j||T||j'>:
    Edmonds: <jm|T_q|j'm'> = (-1)^(j-m) 3j(j k j'; -m q m') <j||T||j'>
    Racah:   <jm|T_q|j'm'> = (-1)^(j+m) V(j j' k; -m m' q) <j||T||j'>
             V(abc; x y z) = (-1)^(c-z) (a x b y|c -z) / sqrt(2c+1)
    Rose:    <jm|T_q|j'm'> = (j'm' k q|j m) <j||T||j'>
Matrix elements come from quadrature on the sphere, Clebsch-Gordan
coefficients from ladder operators, 3j symbols from sympy.
Angular momenta are in units of hbar.
"""
from functools import lru_cache
from math import factorial, pi, sqrt

import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j

TOL = 1e-10   # rounding errors only: the quadrature is exact for these degrees
LMAX, KMAX = 3, 6


def sign(n):
    return 1 if int(round(n)) % 2 == 0 else -1


def projections(j):
    return [j - i for i in range(int(round(2 * j)) + 1)]


@lru_cache(maxsize=None)
def threej(a, b, c, x, y, z):
    args = [sp.Rational(int(round(2 * v)), 2) for v in (a, b, c, x, y, z)]
    return float(wigner_3j(*args))


def raising(j):
    m = np.array(projections(j), dtype=float)[1:]
    return np.diag(np.sqrt(j * (j + 1) - m * (m + 1)), 1)


@lru_cache(maxsize=None)
def coupled_states(a, b):
    """All |J M> in the product basis, built from the top state downwards."""
    na, nb = len(projections(a)), len(projections(b))
    jplus = np.kron(raising(a), np.eye(nb)) + np.kron(np.eye(na), raising(b))
    total_m = np.array([x + y for x in projections(a) for y in projections(b)])
    states = {}
    big_j = a + b
    while big_j >= abs(a - b):
        index = np.where(np.abs(total_m - big_j) < 1e-9)[0]
        null = np.linalg.svd(jplus[:, index])[2][-1]
        vector = np.zeros(na * nb)
        vector[index] = null * np.sign(null[0])   # component m_a = a positive
        big_m = big_j
        while True:
            states[(big_j, big_m)] = vector.reshape(na, nb)
            if big_m <= -big_j:
                break
            norm = sqrt(big_j * (big_j + 1) - big_m * (big_m - 1))
            vector = jplus.T @ vector / norm
            big_m -= 1
        big_j -= 1
    return states


def cg(a, x, b, y, c, z):
    """Clebsch-Gordan coefficient (a x b y|c z)."""
    if abs(x) > a or abs(y) > b or abs(x + y - z) > 1e-9:
        return 0.0
    state = coupled_states(a, b).get((c, z))
    return 0.0 if state is None else state[int(round(a - x)), int(round(b - y))]


def racah_v(a, b, c, x, y, z):
    return sign(c - z) * cg(a, x, b, y, c, -z) / sqrt(2 * c + 1)


def reduced(element, j, k, jp):
    """Project element(m, q, m') on each definition.
    Returns Edmonds, Racah, Rose, and Rose with the coupling order exchanged."""
    out = np.zeros(4, dtype=complex)
    for m in projections(j):
        for mp in projections(jp):
            q = m - mp
            if abs(q) > k:
                continue
            value = element(m, q, mp)
            out += value * np.array([
                sign(j - m) * threej(j, k, jp, -m, q, mp),
                sign(j + m) * racah_v(j, jp, k, -m, mp, q),
                cg(jp, mp, k, q, j, m) / (2 * j + 1),
                cg(k, q, jp, mp, j, m) / (2 * j + 1)])
    assert np.max(np.abs(out.imag)) < TOL
    return out.real


def harmonic(l, m, theta, phi):
    am = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - am) / factorial(l + am))
    value = norm * lpmv(am, l, np.cos(theta)) * np.exp(1j * am * phi)
    return value if m >= 0 else sign(am) * np.conj(value)


def c_tensor(k, q, theta, phi):
    return sqrt(4 * pi / (2 * k + 1)) * harmonic(k, q, theta, phi)


def derived(l, k, lp):
    return sign(l) * sqrt((2 * l + 1) * (2 * lp + 1)) * threej(l, k, lp, 0, 0, 0)


# ---- matrices of C^k_q by quadrature over the sphere ----
nodes, weights = np.polynomial.legendre.leggauss(14)
n_phi = 28
theta, phi = [g.ravel() for g in np.meshgrid(
    np.arccos(nodes), 2 * pi * np.arange(n_phi) / n_phi, indexing="ij")]
weight = np.repeat(weights, n_phi) * 2 * pi / n_phi
basis = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
place = {lm: i for i, lm in enumerate(basis)}
Y = np.array([harmonic(l, m, theta, phi) for l, m in basis])


def sphere_matrix(function):
    return (np.conj(Y) * (weight * function)) @ Y.T


assert np.allclose(sphere_matrix(np.ones_like(theta)), np.eye(len(basis)), atol=TOL)
C = {(k, q): sphere_matrix(c_tensor(k, q, theta, phi))
     for k in range(KMAX + 1) for q in range(-k, k + 1)}

# ---- C^k_q obeys the commutators of a tensor operator ----
Lz = np.diag([float(m) for l, m in basis])
Lplus = np.zeros((len(basis), len(basis)))
for l, m in basis:
    if m < l:
        Lplus[place[l, m + 1], place[l, m]] = sqrt(l * (l + 1) - m * (m + 1))
Lminus = Lplus.T
for (k, q), mat in C.items():
    assert np.allclose(Lz @ mat - mat @ Lz, q * mat, atol=TOL)
    for ladder, step in ((Lplus, 1), (Lminus, -1)):
        target = 0 * mat
        if abs(q + step) <= k:
            target = sqrt(k * (k + 1) - q * (q + step)) * C[k, q + step]
        assert np.allclose(ladder @ mat - mat @ ladder, target, atol=TOL)

# ---- relation between Clebsch-Gordan coefficients and 3j symbols ----
for a, b in ((1, 2), (2, 1), (0.5, 1), (1.5, 1), (1.5, 0.5), (2, 2)):
    for (c, z) in coupled_states(a, b):
        for x in projections(a):
            y = z - x
            if abs(y) <= b:
                rhs = sign(a - b + z) * sqrt(2 * c + 1) * threej(a, b, c, x, y, -z)
                assert abs(cg(a, x, b, y, c, z) - rhs) < TOL
                swapped = sign(a + b - c) * cg(b, y, a, x, c, z)
                assert abs(cg(a, x, b, y, c, z) - swapped) < TOL

# ---- coupled products of harmonics, and the inverted expansion ----
rng = np.random.default_rng(7)
t_pts, p_pts = np.arccos(rng.uniform(-1, 1, 9)), rng.uniform(0, 2 * pi, 9)
for lp, k in ((1, 2), (2, 2), (2, 3)):
    for L in range(abs(lp - k), lp + k + 1):
        for M in range(-L, L + 1):
            F = sum(cg(lp, mp, k, M - mp, L, M) * c_tensor(k, M - mp, t_pts, p_pts)
                    * c_tensor(lp, mp, t_pts, p_pts)
                    for mp in range(-lp, lp + 1) if abs(M - mp) <= k)
            rhs = cg(lp, 0, k, 0, L, 0) * c_tensor(L, M, t_pts, p_pts)
            assert np.allclose(F, rhs, atol=TOL)
    for q in range(-k, k + 1):
        for mp in range(-lp, lp + 1):
            product = c_tensor(k, q, t_pts, p_pts) * c_tensor(lp, mp, t_pts, p_pts)
            series = sum(cg(lp, 0, k, 0, L, 0) * cg(lp, mp, k, q, L, q + mp)
                         * c_tensor(L, q + mp, t_pts, p_pts)
                         for L in range(abs(lp - k), lp + k + 1) if abs(q + mp) <= L)
            assert np.allclose(product, series, atol=TOL)

# ---- main result: every matrix element, then every reduced element ----
worst = 0.0
count = 0
for (k, q), mat in C.items():
    for l, m in basis:
        for lp, mp in basis:
            value = mat[place[l, m], place[lp, mp]]
            formula = 0.0
            if m == q + mp:
                formula = (sign(l - m) * threej(l, k, lp, -m, q, mp)
                           * derived(l, k, lp))
                rose_form = (sqrt((2 * lp + 1) / (2 * l + 1))
                             * cg(lp, 0, k, 0, l, 0) * cg(lp, mp, k, q, l, m))
                assert abs(value - rose_form) < TOL
            worst = max(worst, abs(value - formula))
            count += 1
assert worst < TOL


def c_reduced(l, k, lp):
    return reduced(lambda m, q, mp: C[k, q][place[l, m], place[lp, mp]], l, k, lp)


table = {}
for l in range(LMAX + 1):
    for lp in range(LMAX + 1):
        for k in range(abs(l - lp), l + lp + 1):
            edmonds, racah, rose, exchanged = table[l, k, lp] = c_reduced(l, k, lp)
            assert abs(edmonds - derived(l, k, lp)) < TOL
            assert abs(racah - edmonds) < TOL
            assert abs(sqrt(2 * l + 1) * rose - edmonds) < TOL
            assert abs(exchanged - rose) < TOL     # order is invisible for C^k
            if (l + k + lp) % 2:
                assert abs(edmonds) < TOL
            rows = slice(place[l, -l], place[l, l] + 1)
            cols = slice(place[lp, -lp], place[lp, lp] + 1)
            strength = sum(np.abs(C[k, q][rows, cols]) ** 2 for q in range(-k, k + 1))
            assert abs(strength.sum() - edmonds ** 2) < TOL
            assert np.allclose(strength.sum(axis=1), rose ** 2, atol=TOL)
for (l, k, lp), values in table.items():
    assert abs(values[0] - sign(l - lp) * table[lp, k, l][0]) < TOL
for l in range(1, LMAX + 1):
    assert abs(table[l, 1, l - 1][0] - sqrt(l)) < TOL

# ---- the operator J: half-integer j, and a case where coupling order matters ----
j_table = {}
for j in (0.5, 1, 1.5, 2):
    def j_element(m, q, mp, j=j):
        if q == 0:
            return mp
        return -q * sqrt(j * (j + 1) - mp * (mp + q)) / sqrt(2)
    edmonds, racah, rose, exchanged = j_table[j] = reduced(j_element, j, 1, j)
    assert abs(edmonds - sqrt(j * (j + 1) * (2 * j + 1))) < TOL
    assert abs(racah - edmonds) < TOL
    assert abs(rose - sqrt(j * (j + 1))) < TOL
    assert abs(exchanged + rose) < TOL

# ---- hydrogen 3d-2p line strength ----
r = sp.symbols("r", positive=True)


def hydrogen_radial(n, l):
    """Normalized r*R(r) for l = n-1 in atomic units, checked in its equation."""
    u = r ** n * sp.exp(-r / n)
    residual = (-sp.diff(u, r, 2) / 2
                + (sp.Rational(l * (l + 1), 2) / r ** 2 - 1 / r) * u
                + sp.Rational(1, 2 * n * n) * u)
    assert sp.simplify(residual) == 0
    return u / sp.sqrt(sp.integrate(u ** 2, (r, 0, sp.oo)))


radial = float(sp.integrate(sp.expand(
    hydrogen_radial(3, 2) * hydrogen_radial(2, 1) * r), (r, 0, sp.oo)))
line_strength = radial ** 2 * derived(2, 1, 1) ** 2

unit_vector = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi), np.cos(theta))
d_rows = slice(place[2, -2], place[2, 2] + 1)
p_cols = slice(place[1, -1], place[1, 1] + 1)
cartesian = radial ** 2 * sum(
    np.abs(sphere_matrix(n)[d_rows, p_cols]) ** 2 for n in unit_vector)
per_d, per_p = cartesian.sum(axis=1), cartesian.sum(axis=0)
assert abs(cartesian.sum() - line_strength) < 1e-9
assert np.allclose(per_d, line_strength / 5, atol=1e-9)
assert np.allclose(per_p, line_strength / 3, atol=1e-9)
assert np.allclose(per_d, radial ** 2 * table[2, 1, 1][2] ** 2, atol=1e-9)
assert np.allclose(per_p, radial ** 2 * table[1, 1, 2][2] ** 2, atol=1e-9)

charge_esu = constants.e * constants.c * 10
bohr_cm = constants.physical_constants["Bohr radius"][0] * 100
ea0_debye = charge_esu * bohr_cm / 1e-18

# ---- printed numbers ----
print(f"matrix elements of C^k_q compared (l,l'<=3, k<=6): {count}")
print(f"largest deviation from the formula (dimensionless): {worst:.1e}")
print("Reduced elements of C^k from quadrature (dimensionless)")
print(" l k l'   3j(000)   Edmonds     Racah      Rose")
for l, k, lp in ((1, 1, 0), (0, 1, 1), (2, 1, 1), (1, 1, 2), (1, 2, 1),
                 (2, 2, 0), (2, 2, 2), (2, 4, 2), (3, 1, 2), (3, 2, 3)):
    e_val, ra_val, ro_val, _ = table[l, k, lp]
    print(f" {l} {k} {lp} {threej(l, k, lp, 0, 0, 0):10.6f}"
          f"{e_val:10.6f}{ra_val:10.6f}{ro_val:10.6f}")
print("Diagonal elements <2 m|C^2_0|2 m> from quadrature (dimensionless)")
for m in (0, 1, 2):
    print(f" m={m}: {C[2, 0][place[2, m], place[2, m]].real:.6f}")
print("Reduced elements of J (units of hbar)")
print("  j    Edmonds     Racah      Rose  Rose, order exchanged")
for j, (e_val, ra_val, ro_val, ex_val) in j_table.items():
    print(f" {j:3.1f} {e_val:10.6f}{ra_val:10.6f}{ro_val:10.6f}{ex_val:10.6f}")
print("Hydrogen 3d-2p, nonrelativistic, fixed nucleus, no spin")
print(f"radial integral R: {radial:.6f} a0")
print(f"R squared: {radial ** 2:.5f} a0^2")
print(f"line strength S from the formula: {line_strength:.5f} e^2 a0^2")
print(f"S from Cartesian quadrature: {cartesian.sum():.5f} e^2 a0^2")
print(f"share of one 3d state, S/5: {per_d[0]:.5f} e^2 a0^2")
print(f"share of one 2p state, S/3: {per_p[0]:.5f} e^2 a0^2")
print(f"e a0: {ea0_debye:.5f} debye")
print(f"S converted: {line_strength * ea0_debye ** 2:.3f} debye^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
matrix elements of C^k_q compared (l,l'<=3, k<=6): 12544
largest deviation from the formula (dimensionless): 1.2e-15
Reduced elements of C^k from quadrature (dimensionless)
 l k l'   3j(000)   Edmonds     Racah      Rose
 1 1 0  -0.577350  1.000000  1.000000  0.577350
 0 1 1  -0.577350 -1.000000 -1.000000 -1.000000
 2 1 1   0.365148  1.414214  1.414214  0.632456
 1 1 2   0.365148 -1.414214 -1.414214 -0.816497
 1 2 1   0.365148 -1.095445 -1.095445 -0.632456
 2 2 0   0.447214  1.000000  1.000000  0.447214
 2 2 2  -0.239046 -1.195229 -1.195229 -0.534522
 2 4 2   0.239046  1.195229  1.195229  0.534522
 3 1 2  -0.292770  1.732051  1.732051  0.654654
 3 2 3   0.195180 -1.366260 -1.366260 -0.516398
Diagonal elements <2 m|C^2_0|2 m> from quadrature (dimensionless)
 m=0: 0.285714
 m=1: 0.142857
 m=2: -0.285714
Reduced elements of J (units of hbar)
  j    Edmonds     Racah      Rose  Rose, order exchanged
 0.5   1.224745  1.224745  0.866025 -0.866025
 1.0   2.449490  2.449490  1.414214 -1.414214
 1.5   3.872983  3.872983  1.936492 -1.936492
 2.0   5.477226  5.477226  2.449490 -2.449490
Hydrogen 3d-2p, nonrelativistic, fixed nucleus, no spin
radial integral R: 4.747992 a0
R squared: 22.54342 a0^2
line strength S from the formula: 45.08685 e^2 a0^2
S from Cartesian quadrature: 45.08685 e^2 a0^2
share of one 3d state, S/5: 9.01737 e^2 a0^2
share of one 2p state, S/3: 15.02895 e^2 a0^2
e a0: 2.54175 debye
S converted: 291.282 debye^2
ALL CHECKS PASSED
```
